# Gaussian Spread of Diffusing Electrons Under Continuous Energy Loss: verification in Python

```python
"""
Result under test: electrons from a point source, slowing continuously while
diffusing, have at energy E a Gaussian density with axial variance
    sigma^2 = 2 * integral from E to E0 of D(E')/R(E') dE'.
D = v*lambda/3 is diffusivity (nm^2/fs), R = v*S is energy-loss rate (eV/fs),
v is speed (nm/fs), lambda is transport mean free path (nm), and S is energy
loss per path length (eV/nm). Capture has mean free path capture_length (nm).
The example uses rough model values for slow electrons in a polymer resist.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.sparse import bmat, csc_matrix, diags, identity
from scipy.stats import chi2, norm

rng = np.random.default_rng(12345)
start_energy, final_energy = 4.0, 1.0       # eV
mfp_ref, loss_ref = 0.5, 0.2                # nm, eV/nm at 1 eV
mfp_power, loss_power = 0.25, 0.25
quantum = 0.2                               # eV
capture_length = 50.0                       # nm
permittivity, core = 3.0, 0.5               # relative, nm
film, temperature = 30.0, 300.0             # nm, K


def mfp(energy):
    return mfp_ref * energy**mfp_power


def stopping(energy):
    return loss_ref * energy**(-loss_power)


def speed(energy):
    return np.sqrt(2 * energy * const.e / const.m_e) * 1e-6


def diffusivity(energy):
    return speed(energy) * mfp(energy) / 3


def loss_rate(energy):
    return speed(energy) * stopping(energy)


def variance(energy):
    return quad(lambda e: 2 * diffusivity(e) / loss_rate(e),
                energy, start_energy)[0]


def path_length(energy):
    return quad(lambda e: 1 / stopping(e), energy, start_energy)[0]


def survival(energy):
    return np.exp(-path_length(energy) / capture_length)


# Closed power-law result against direct quadrature of D/R.
power = 1 + mfp_power + loss_power
closed_variance = (2 * mfp_ref / (3 * loss_ref * power)
                   * (start_energy**power - final_energy**power))
var_final = variance(final_energy)
sigma = np.sqrt(var_final)
assert abs(closed_variance / var_final - 1) < 1e-8
path = path_length(final_energy)
slowing_time = quad(lambda e: 1 / loss_rate(e), final_energy, start_energy)[0]

# Radial finite-volume solution of the original balance for n(r,E).
cells, width = 160, 0.15
edges = width * np.arange(cells + 1)
centres = (edges[1:] + edges[:-1]) / 2
volumes = 4 * np.pi / 3 * np.diff(edges**3)
conduct = 4 * np.pi * edges[1:-1]**2 / width
diagonal = np.zeros(cells)
diagonal[:-1] -= conduct
diagonal[1:] -= conduct
laplacian = (diags(1 / volumes)
             @ diags([conduct, diagonal, conduct], [-1, 0, 1])).tocsc()
unit = identity(cells, format="csc")
empty = csc_matrix((cells, cells))


def balance_matrix(lost):
    energy = start_energy - lost
    rate = loss_rate(energy)
    slope = (loss_rate(energy + 1e-4) - loss_rate(energy - 1e-4)) / 2e-4
    capture = speed(energy) / capture_length
    block = (diffusivity(energy) * laplacian + (slope - capture) * unit) / rate
    return bmat([[block, None], [capture * unit, empty]], format="csc")


initial = np.zeros(2 * cells)
initial[0] = 1 / (loss_rate(start_energy) * volumes[0])
solution = solve_ivp(lambda x, y: balance_matrix(x) @ y,
                     (0, start_energy - final_energy), initial, method="BDF",
                     jac=lambda x, y: balance_matrix(x), rtol=1e-6, atol=1e-10)
assert solution.success
current = loss_rate(final_energy) * solution.y[:cells, -1]
all_captured = solution.y[cells:, -1] + current
alive = survival(final_energy)
grid_alive = np.sum(current * volumes)
grid_variance = np.sum(current * volumes * centres**2) / (3 * grid_alive)
gaussian = np.exp(-centres**2 / (2 * var_final)) / (2 * np.pi * var_final)**1.5
profile_error = np.max(abs(current / alive - gaussian)) / gaussian[0]
assert abs(grid_alive / alive - 1) < 2e-3
assert abs(grid_variance / var_final - 1) < 3e-3   # finite first cell
assert profile_error < 0.01                       # finite cell width

# Every captured electron: survival-weighted variance and Gaussian mixture.
mix_variance = quad(lambda e: 2 * diffusivity(e) / loss_rate(e) * survival(e),
                    final_energy, start_energy)[0]
mix_square = alive * var_final**2 + quad(
    lambda e: survival(e) / (capture_length * stopping(e)) * variance(e)**2,
    final_energy, start_energy)[0]
mix_kurtosis = 3 * mix_square / mix_variance**2 - 3
grid_mix = np.sum(all_captured * volumes * centres**2) / 3
grid_fourth = np.sum(all_captured * volumes * centres**4) / 5
assert abs(np.sum(all_captured * volumes) - 1) < 2e-3
assert abs(grid_mix / mix_variance - 1) < 4e-3
assert abs(grid_fourth / grid_mix**2 - 3 - mix_kurtosis) < 0.03
assert mix_kurtosis > 0


# Exact second moment of continuously slowed flights, before diffusion limit.
def transport_variance(scale):
    def change(lost, state):
        energy = start_energy - lost
        correlation = state[0]
        return [(1 - correlation / (scale * mfp(energy))) / stopping(energy),
                2 * correlation / (3 * stopping(energy))]
    result = solve_ivp(change, (0, start_energy - final_energy), [0, 0],
                       method="Radau", rtol=1e-8, atol=1e-11)
    assert result.success
    return result.y[1, -1]


moment_variance = transport_variance(1.0)
ballistic = moment_variance / var_final - 1
ballistic_small = transport_variance(0.1) / (0.1 * var_final) - 1
assert abs(ballistic_small) < 0.01
assert 8 < ballistic / ballistic_small < 12


# Flights with continuous loss and, optionally, a softened parent-ion force.
def isotropic(number):
    vectors = rng.normal(size=(number, 3))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


def kinetic(position, total, strength):
    return total + strength / np.sqrt(np.sum(position**2, axis=1) + core**2)


def advance(position, direction, total, strength, step):
    middle = position + step * direction / 2
    energy = kinetic(middle, total, strength)
    distance2 = np.sum(middle**2, axis=1) + core**2
    force = -strength * middle / distance2[:, None]**1.5
    direction = direction + step * force / (2 * energy[:, None])
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    return middle + step * direction / 2, direction, energy


def continuous_flights(number, total_start, strength, step=0.06):
    position, direction = np.zeros((number, 3)), isotropic(number)
    total, stopped = np.full(number, total_start), []
    while len(total):
        position, direction, energy = advance(
            position, direction, total, strength, step)
        total = total - step * stopping(energy)
        hit = rng.random(len(total)) < 1 - np.exp(-step / mfp(energy))
        direction[hit] = isotropic(np.count_nonzero(hit))
        done = kinetic(position, total, strength) <= final_energy
        stopped.append(position[done])
        position, direction, total = position[~done], direction[~done], total[~done]
    return np.concatenate(stopped)


plain = continuous_flights(40000, start_energy, 0.0)
plain_variance = np.mean(np.sum(plain**2, axis=1)) / 3
median_radius = np.median(np.linalg.norm(plain, axis=1))
gaussian_median = np.sqrt(chi2.ppf(0.5, 3) * moment_variance)
assert abs(plain_variance / moment_variance - 1) < 0.02  # sampling and step
assert abs(median_radius / gaussian_median - 1) < 0.02

# A loss-free central-force orbit must conserve angular momentum.
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9
orbit = np.array([[1.0, 0.0, 0.0]])
heading = np.array([[0.0, 1.0, 0.0]])
orbit_total = np.array([2.0])


def angular_momentum():
    momentum = np.sqrt(kinetic(orbit, orbit_total, coulomb))[:, None] * heading
    return np.cross(orbit, momentum)[0, 2]


angular_start = angular_momentum()
for _ in range(100):
    orbit, heading, _ = advance(orbit, heading, orbit_total, coulomb, 0.06)
assert abs(angular_momentum() / angular_start - 1) < 0.01
ion_far = continuous_flights(15000, start_energy, coulomb)
ion_near = continuous_flights(15000, start_energy - coulomb / core, coulomb)
sigma_far = np.sqrt(np.mean(np.sum(ion_far**2, axis=1)) / 3)
sigma_near = np.sqrt(np.mean(np.sum(ion_near**2, axis=1)) / 3)

# Flights with discrete losses; each collision gives a fresh direction.
losses = int(round((start_energy - final_energy) / quantum))
levels = start_energy - quantum * np.arange(losses)
chance = mfp(levels) * stopping(levels) / quantum
assert np.all((chance > 0) & (chance <= 1))
number = 60000
places, counts, active = np.zeros((number, 3)), np.zeros(number, int), np.arange(number)
while len(active):
    stage = counts[active]
    lengths = rng.exponential(mfp(levels[stage]))
    places[active] += lengths[:, None] * isotropic(len(active))
    counts[active] += rng.random(len(active)) < chance[stage]
    active = active[counts[active] < losses]
radius2 = np.sum(places**2, axis=1)
sample_variance = np.mean(radius2) / 3
sample_kurtosis = np.mean(radius2**2) / (5 * sample_variance**2) - 3
discrete_variance = 2 / 3 * np.sum(quantum * mfp(levels) / stopping(levels))
flight_variance = 2 * mfp(levels)**2 / 3
fourth_cumulant = np.sum(52 / 15 * mfp(levels)**4 / chance
                         + 3 * (1 - chance) / chance**2 * flight_variance**2)
discrete_kurtosis = fourth_cumulant / discrete_variance**2
assert abs(sample_variance / discrete_variance - 1) < 0.02
assert abs(sample_kurtosis - discrete_kurtosis) < 0.08
tail = np.mean(radius2 > 9 * sample_variance)

# Other sizes of neglected effects.
sigma_low = np.sqrt(variance(0.5))
outside = quad(lambda z: norm.cdf(-z / sigma) + norm.sf((film - z) / sigma),
               0, film)[0] / film
occupation = 1 / np.expm1(quantum * const.e / (const.k * temperature))
wave_number = np.sqrt(2 * const.m_e * final_energy * const.e) / const.hbar * 1e-9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Start energy", start_energy, "eV")
show("Final capture energy", final_energy, "eV")
show("Transport mean free path at 1 eV", mfp_ref, "nm")
show("Energy loss per path at 1 eV", loss_ref, "eV/nm")
show("Power of mean free path", mfp_power)
show("Inverse power of energy loss per path", loss_power)
for energy in (start_energy, final_energy):
    show(f"Mean free path at {energy:g} eV", mfp(energy), "nm")
    show(f"Loss per path at {energy:g} eV", stopping(energy), "eV/nm")
    show(f"Speed at {energy:g} eV, free mass", speed(energy), "nm/fs")
    show(f"Diffusivity at {energy:g} eV", diffusivity(energy), "nm^2/fs")
    show(f"Loss rate at {energy:g} eV", loss_rate(energy), "eV/fs")
show("Path length", path, "nm")
show("Slowing time", slowing_time, "fs")
show("Age", var_final / 2, "nm^2")
show("Axial variance", var_final, "nm^2")
show("Axial standard deviation", sigma, "nm")
show("Full width at half maximum", 2 * np.sqrt(2 * np.log(2)) * sigma, "nm")
show("Root-mean-square radius", np.sqrt(3) * sigma, "nm")
show("Finite-volume axial variance", grid_variance, "nm^2")
show("Largest profile error / central density", 100 * profile_error, "%", 2)
show("Transport-moment axial variance", moment_variance, "nm^2")
show("Continuous-flight Monte Carlo variance", plain_variance, "nm^2", 3)
show("Variance change from initial flight", 100 * ballistic, "%", 3)
show("Same change, mean free path / 10", 100 * ballistic_small, "%", 3)
show("Capture mean free path", capture_length, "nm")
show("Survival to final energy", 100 * alive, "%")
show("Axial variance of all captured", mix_variance, "nm^2")
show("Excess kurtosis of all captured", mix_kurtosis, "", 3)
show("Vibrational quantum", quantum, "eV")
show("Number of quanta lost", losses)
show("Discrete-loss axial variance", discrete_variance, "nm^2")
show("Discrete-loss Monte Carlo variance", sample_variance, "nm^2", 3)
show("Discrete-loss excess kurtosis, formula", discrete_kurtosis, "", 3)
show("Discrete-loss excess kurtosis, sampled", sample_kurtosis, "", 2)
show("Gaussian fraction beyond 3 sigma radius", 100 * chi2.sf(9, 3), "%", 3)
show("Discrete-loss fraction beyond 3 sigma radius", 100 * tail, "%", 3)
show("Relative permittivity", permittivity)
show("Ion softening length", core, "nm")
show("Ion potential depth at centre", coulomb / core, "eV", 3)
show("Sigma with ion, 4 eV total energy", sigma_far, "nm", 3)
show("Sigma with ion, 4 eV kinetic at centre", sigma_near, "nm", 3)
show("Sigma if captured at 0.5 eV", sigma_low, "nm")
show("Film thickness", film, "nm")
show("Gaussian fraction ending outside film", 100 * outside, "%", 3)
show("Phonon occupation at 300 K", occupation, "", 3)
show("Wave number times mean free path at 1 eV", wave_number * mfp(final_energy), "", 3)
print("ALL CHECKS PASSED")
```

Printed output:

```
Start energy: 4 eV
Final capture energy: 1 eV
Transport mean free path at 1 eV: 0.5 nm
Energy loss per path at 1 eV: 0.2 eV/nm
Power of mean free path: 0.25
Inverse power of energy loss per path: 0.25
Mean free path at 4 eV: 0.7071 nm
Loss per path at 4 eV: 0.1414 eV/nm
Speed at 4 eV, free mass: 1.186 nm/fs
Diffusivity at 4 eV: 0.2796 nm^2/fs
Loss rate at 4 eV: 0.1678 eV/fs
Mean free path at 1 eV: 0.5 nm
Loss per path at 1 eV: 0.2 eV/nm
Speed at 1 eV, free mass: 0.5931 nm/fs
Diffusivity at 1 eV: 0.09885 nm^2/fs
Loss rate at 1 eV: 0.1186 eV/fs
Path length: 18.63 nm
Slowing time: 20.55 fs
Age: 3.889 nm^2
Axial variance: 7.778 nm^2
Axial standard deviation: 2.789 nm
Full width at half maximum: 6.567 nm
Root-mean-square radius: 4.83 nm
Finite-volume axial variance: 7.78 nm^2
Largest profile error / central density: 0.097 %
Transport-moment axial variance: 7.525 nm^2
Continuous-flight Monte Carlo variance: 7.5 nm^2
Variance change from initial flight: -3.25 %
Same change, mean free path / 10: -0.322 %
Capture mean free path: 50 nm
Survival to final energy: 68.9 %
Axial variance of all captured: 6.555 nm^2
Excess kurtosis of all captured: 0.342
Vibrational quantum: 0.2 eV
Number of quanta lost: 15
Discrete-loss axial variance: 7.943 nm^2
Discrete-loss Monte Carlo variance: 7.9 nm^2
Discrete-loss excess kurtosis, formula: 0.371
Discrete-loss excess kurtosis, sampled: 0.4
Gaussian fraction beyond 3 sigma radius: 2.93 %
Discrete-loss fraction beyond 3 sigma radius: 4.27 %
Relative permittivity: 3
Ion softening length: 0.5 nm
Ion potential depth at centre: 0.96 eV
Sigma with ion, 4 eV total energy: 2.82 nm
Sigma with ion, 4 eV kinetic at centre: 2.22 nm
Sigma if captured at 0.5 eV: 2.915 nm
Film thickness: 30 nm
Gaussian fraction ending outside film: 7.42 %
Phonon occupation at 300 K: 0.000437
Wave number times mean free path at 1 eV: 2.56
ALL CHECKS PASSED
```
